# Quadrupoles, internal strain and direction-dependent acoustic potentials in silicon, part 2

Silicon is nonpolar, but a displaced atom can carry a quadrupole. The problem is to find what this does to the electrostatic potential of a long acoustic wave, and whether a band edge then has one absolute deformation potential. The crystal is a static, harmonic insulator with cubic lattice constant $a$ (10.26 bohr) and cell volume $\Omega=a^3/4$. Hartree atomic units are used, with energies also in eV.

A wave of wavevector $\mathbf q=q\hat{\mathbf q}$ displaces the two atoms of a cell by the amplitudes $\mathbf u_1=\mathbf u-\mathbf w/2$ and $\mathbf u_2=\mathbf u+\mathbf w/2$, times $e^{i\mathbf q\cdot\mathbf r}$ at each atomic site. Let $\rho$ be the charge per cell at zero macroscopic field and $\varepsilon$ the electronic dielectric constant. The macroscopic potential energy of an electron is, from part (b),

$$V=-\frac{4\pi}{\Omega\varepsilon}\,\frac{\rho}{q^2}.$$

The Born charges (dipoles per unit displacement) vanish by symmetry. With $Q$ the quadrupole constant of atom 2, part (c) gives

$$\rho_Q=-Q\,(q_yq_zw_x+q_zq_xw_y+q_xq_yw_z).$$

With the ions clamped to the common displacement $\mathbf u$, the octupole charge from part (d) is

$$\rho_{\rm cl}=iq^3\Big[t_0\,\hat{\mathbf q}\cdot\mathbf u+t_1\sum_\beta\hat q_\beta^3u_\beta\Big],$$

where $t_0$ and $t_1$ are the isotropic and anisotropic octupole constants. The value of $t_0$ depends on how the ionic core is represented, and has physical meaning only together with the core's short-range potential. For longitudinal waves $\mathbf u=u\hat{\mathbf q}$, the bracket becomes $u(t_0+t_1S)$ with $S=\sum_\beta\hat q_\beta^4$, which is $1$, $1/2$ and $1/3$ along $[100]$, $[110]$ and $[111]$.

In part (e), the local strain and the relative displacement it produces are

$$\varepsilon_{\gamma\delta}=\frac i2(q_\gamma u_\delta+q_\delta u_\gamma),$$

$$w_z=-\zeta\frac a2\varepsilon_{xy},\qquad\zeta=\frac{2G}{aC_{12}},$$

and cyclically for $w_x$ and $w_y$. Here $C_{12}$ is the force constant between the sublattices and $G$ the internal-strain coupling. The calculation gives $\zeta=0.44$.

### (f) The relaxed wave

**Question.** Insert the internal displacement in the quadrupole charge and find the complete macroscopic potential at order $qu$. Is it nonanalytic?

**Solution.** For the $x$ component,

$$w_x=-\zeta\frac a2\varepsilon_{yz}=-\frac{i\zeta a}{4}(q_yu_z+q_zu_y).$$

Substitution in $\rho_Q$ turns the two minus signs into a plus:

$$\rho_Q=\frac{iQ\zeta a}{4}\big[q_yq_z(q_yu_z+q_zu_y)+q_zq_x(q_zu_x+q_xu_z)+q_xq_y(q_xu_y+q_yu_x)\big].$$

Collect the terms with $u_x$. They are $q_xq_z^2u_x$ and $q_xq_y^2u_x$, whose sum is $q_x(q^2-q_x^2)u_x$. The terms with $u_y$ and $u_z$ have the same form. Therefore

$$\rho_Q=iq^3T\Big[\hat{\mathbf q}\cdot\mathbf u-\sum_\beta\hat q_\beta^3u_\beta\Big],\qquad T=\frac{Q\zeta a}{4}.$$

Internal strain has raised the quadrupole charge from order $q^2$ to order $q^3$, the order of the clamped octupole. The octupole acting on $\mathbf w$ would be of order $q^4u$ and is dropped.

Adding $\rho_{\rm cl}$ and using Poisson's equation gives

$$V=-\frac{4\pi iq}{\Omega\varepsilon}\Big[(t_0+T)\hat{\mathbf q}\cdot\mathbf u+(t_1-T)\sum_\beta\hat q_\beta^3u_\beta\Big].$$

This holds for any polarization at leading order in $q$. The second term is nonanalytic unless $t_1=T$. The quadrupole thus contributes at the order of the deformation potential, but the octupole could in principle reinforce or cancel it. Symmetry does not decide which happens.

For a longitudinal wave the strain amplitude is $\eta=iqu$, and

$$\frac V\eta=-\frac{4\pi}{\Omega\varepsilon}\big[t_0+t_1S+T(1-S)\big].$$

Along $[100]$ the quadrupole term is zero because a longitudinal wave in that direction contains no shear in the cubic axes. Subtracting its value removes $t_0$:

$$\frac{V(\hat{\mathbf q})-V([100])}{\eta}=\frac{4\pi}{\Omega\varepsilon}(t_1-T)(1-S).$$

The comparison is made at equal strain amplitude. The scale of the quadrupole part is, with $\Omega=a^3/4$,

$$\frac{4\pi|T|}{\Omega\varepsilon}=\frac{4\pi|Q|\zeta}{\varepsilon a^2}.$$

### (g) What happens to an absolute deformation potential?

**Question.** Show that the direction dependence passes to the average energy of the threefold valence top. Can it be assigned to the local strain tensor?

**Solution.** Separate the perturbation into the macroscopic potential $V$ and a short-range remainder. A slowly varying potential shifts all local band energies by the same $V$. The remainder has an analytic small-$q$ expansion, and its effect on the averaged valence top is a scalar linear in the displacement gradient. In a cubic crystal the scalar available is the trace $i\mathbf q\cdot\mathbf u$. For a longitudinal wave the averaged shift is consequently

$$\Delta E_v=\Xi\eta+V,$$

where the constant $\Xi$ does not depend on direction. Any difference between two longitudinal directions comes from $V$. The average over the three valence states matters: individual states split under uniaxial strain even without a macroscopic potential.

The local strain is not enough to determine this shift. Take the transverse wave with $\hat{\mathbf q}=(2,1,0)/\sqrt5$ and $\hat{\mathbf u}=(1,-2,0)/\sqrt5$, for which the angular sum is $0.24$. Now exchange the two directions while holding $q$ and $u$ fixed. The strain tensor is symmetric in $\mathbf q$ and $\mathbf u$, so it is unchanged. The angular sum becomes

$$\frac{1^3\cdot2+(-2)^3\cdot1}{25}=-0.24.$$

The trace of the strain is zero in both cases. The same strain tensor therefore accompanies opposite averaged shifts, if $t_1\ne T$. The absolute potential depends on the direction in which the strain varies through the crystal. A single uniformly strained cell does not contain this information.

It follows that an absolute deformation potential must be stated together with the wave direction. Differences between band energies at the same place are free of this ambiguity at leading order, because $V$ cancels.

There is also a consequence for interpolating electron-phonon coupling. Matrix elements that decay rapidly in a localized real-space description give a smooth function of $\mathbf q$, which cannot reproduce $\sum q_\beta^3u_\beta/q^2$. The long-range term has to be subtracted before such an interpolation and restored afterwards.

### (h) How large is the effect in silicon?

**Question.** Evaluate the terms and decide whether the octupole cancels the quadrupole.

**Solution.** The calculation uses plane waves up to 68 eV, the Appelbaum–Hamann local pseudopotential and Dirac exchange. Correlation and nonlocal pseudopotentials are left out. The linear response is self-consistent at $q=0.378\ \mathrm{nm}^{-1}$, with 1372 k points for the charges and 256 for the forces.

It gives $Q=-12.3\ e\,\mathrm{bohr}$ and $\varepsilon=10.4$. With $\zeta=0.439$,

$$T=\frac{(-12.31)(0.439)(10.26)}4=-13.9\ e\,\mathrm{bohr}^2.$$

The octupole constant is $t_1=-1.07\ e\,\mathrm{bohr}^2$. Hence

$$t_1-T=-1.07+13.88=12.81\ e\,\mathrm{bohr}^2.$$

The cell volume is $10.26^3/4=270.0\ \mathrm{bohr}^3$. The conversion from charge constant to energy per unit strain is

$$\frac{4\pi}{270.0\times10.36}\times27.21\ \mathrm{eV}=0.1222\ \mathrm{eV}/(e\,\mathrm{bohr}^2).$$

The coefficient of $1-S$ is therefore $0.1222\times12.81=1.565$ eV. Relative to $[100]$, the formula gives $1.565/2=0.78$ eV along $[110]$ and $1.565\times2/3=1.04$ eV along $[111]$, both per unit strain.

Complete response calculations, including the internal displacement and the macroscopic field, give 0.78 and 1.06 eV. At 0.1% longitudinal strain the computed difference between $[111]$ and $[100]$ is 1.06 meV. In the formula the quadrupole supplies $+1.13$ eV of the $[111]$ value and the octupole $-0.09$ eV. In this calculation the octupole term is thus small beside the quadrupole term and does not cancel it.

The averaged valence-top shifts, found separately from wavefunction matrix elements, are 1.47, 2.30 and 2.60 eV per unit strain along $[100]$, $[110]$ and $[111]$. Their differences from $[100]$ are 0.83 and 1.13 eV. They exceed the changes of macroscopic potential by 0.05 and 0.07 eV, within the test tolerance of 5% of the 1.70 eV quadrupole scale. The remainder is mainly of higher order in $q$: with 256 k points its $[111]$ value falls from 0.064 to 0.017 eV when $q$ is halved. At the thermal wavevector of part (i) it grows to about 0.26 eV, so the leading-order law is less accurate there. The direction dependence is comparable with the absolute shifts themselves.

The numerical uncertainties differ. Between 864 and 1372 k points, $Q$ changes by 0.7%, and $t_1-T$ by about 5% at fixed $\zeta$. The small constant $t_1$ moves from $-0.48$ to $-1.07\ e\,\mathrm{bohr}^2$, so its individual value is poorly determined. The parameter $\zeta$ moves from 0.42 to 0.44 between 108 and 256 k points. These changes are not bounds on the remaining error.

The plane-wave cutoff is a larger source of uncertainty. Raising it from 68 to 95 eV on a mesh of 500 k points, with 108 for the forces, lowers $\zeta$ by about 15% and raises $|Q|$ by about 8% and $\varepsilon$ by about 7%. These changes partly compensate: the difference between $[111]$ and $[100]$ falls from 1.19 to 1.08 eV on that mesh. A further step to 136 eV, made with 256 k points throughout, does not show convergence. Relative to 68 eV on the same mesh, $\zeta$ falls from 0.44 to 0.30 and the difference between $[111]$ and $[100]$ from 1.46 to 1.20 eV. The constant $t_1$ rises by $1.4\ e\,\mathrm{bohr}^2$, enough to change the sign of the value quoted above. On that mesh $|Q|$ rises by about 20% and $\varepsilon$ by about 13%. The numbers in this part therefore describe the calculation at 68 eV; only the order of magnitude of the effect is secure.

The absolute shifts are less secure than their differences. The finite basis and mesh leave a spurious sum of Born charges of $0.052\,e$ per cell, which translation invariance forbids. At the $q$ used here it would add

$$\frac{0.0516}{(0.0200)^2}\times0.122\approx16\ \mathrm{eV}$$

per unit strain, the same in every direction. It was cancelled by a compensating ionic charge. The change of $t_0$ between the two meshes, $1.67\ e\,\mathrm{bohr}^2$, still corresponds to 0.2 eV.

### (i) Finite wavelength, carriers and real silicon

**Question.** How do a thermal wavevector and mobile carriers alter the result? How should the numbers be read for real silicon?

**Solution.** Backscattering of an electron of mass $m$ and energy $k_BT$ involves $q=2\sqrt{2mk_BT}$. For a round mass of 0.3 electron masses at 300 K this is $0.90\ \mathrm{nm}^{-1}$. The electron mass in silicon depends on direction, from about 0.19 to 0.92 electron masses, so the wavevector ranges from 0.72 to $1.58\ \mathrm{nm}^{-1}$. On the 256-point mesh, the quadrupole constant at $0.90\ \mathrm{nm}^{-1}$ is 0.95 of its value at $0.378\ \mathrm{nm}^{-1}$. This holds for $\mathbf q$ along $[110]$; along $[111]$ the ratio is 0.97. The convergence of these ratios with k points was not tested.

Mobile electrons of density $n$ screen the wave. They respond to the whole shift of their band edge, which for a longitudinal wave is $V+\Xi_c\eta$. Here $\Xi_c$ is the short-range constant of the conduction edge, averaged over its equivalent valleys; like $\Xi$ in part (g), it does not depend on direction. If the electrons are nondegenerate and follow the wave in equilibrium, their density changes by $-n(V+\Xi_c\eta)/k_BT$, which is a charge density of the opposite sign. Poisson's equation becomes

$$-\varepsilon q^2V=4\pi\Big(\frac\rho\Omega+\frac{n(V+\Xi_c\eta)}{k_BT}\Big),$$

and hence

$$V=-\frac{4\pi\rho/(\Omega\varepsilon)+\kappa^2\Xi_c\eta}{q^2+\kappa^2},\qquad\kappa^2=\frac{4\pi n}{\varepsilon k_BT}.$$

Within this local response, at equal $q$ and $\eta$ the term with $\Xi_c$ is the same for all longitudinal directions, so it cancels from the difference between two directions. The fraction of that difference left by the carriers is $q^2/(q^2+\kappa^2)$. At $0.90\ \mathrm{nm}^{-1}$ it is 0.999 for $10^{16}\ \mathrm{cm}^{-3}$ and 0.92 for $10^{18}\ \mathrm{cm}^{-3}$; over the range of masses given above, the second value runs from 0.88 to 0.97. These are lower estimates: the local density response used here holds for $q$ well below the electrons' own wavevectors, and it overstates the screening when the two are comparable. At such $q$ the valleys also respond unequally, because their masses along $\mathbf q$ differ, so the splitting of the valleys by a $[100]$ wave no longer averages out. With masses 0.19 and 0.92 and a valley-splitting constant of about 9 eV, this term is larger than the screening of the difference itself. For $q\ll\kappa$ the direction-dependent part of the potential per unit strain falls as $q^2/\kappa^2$, and the nonanalytic limit disappears. The insulating result therefore applies to wavelengths that are long compared with the lattice constant but have $q\gg\kappa$.

For real silicon the lattice constant used here is realistic. The computed optical phonon energy of 76 meV is well above the measured value of roughly 64 meV, so the force constant is too stiff. Part of the excess comes from the plane-wave cutoff: at 136 eV the computed energy is about 70 meV. The measured dielectric constant is roughly 12, above the computed 10.4. Changing this constant alone would reduce the 1.04 eV difference between $[111]$ and $[100]$ to about 0.90 eV, but this is not a correction toward real silicon: most of the shortfall comes from the cutoff, since on 256 k points $\varepsilon$ rises from 10.8 to 12.3 at 136 eV while $|Q|$ rises from 13.1 to $15.7\ e\,\mathrm{bohr}$. The value $\zeta\approx0.30$ found at 136 eV is well below the value of about 0.5 or more known for silicon. Doped devices break the assumption of an insulator: at $10^{18}\ \mathrm{cm}^{-3}$ and the thermal wavevector, the local screening estimate, which overstates the effect, reduces 1.04 eV to about 0.96 eV, whereas a wavevector-dependent response of the anisotropic valleys gives about 1.08 eV. The carrier correction there is below about 0.1 eV, and the local estimate does not fix its sign. The plane-wave cutoff is not converged, as described in part (h), and the effects of correlation and a nonlocal pseudopotential on $Q$, $\zeta$ and $t_1$ have not been evaluated. The result is thus a direction dependence of the order of 1 eV per unit strain for this model of silicon, not a converged or measured deformation potential. The remaining values are in the numerical output.

## Computed results

```
lattice constant: 0.5429 nm
plane-wave cutoff: 68.0 eV
k points for forces, coarse mesh, fine mesh: 256, 864, 1372
small wavevector used: 0.3779 1/nm
smallest band gap on the mesh: 1.205 eV
electronic dielectric constant: 10.36
quadrupole Q of atom 2: -12.313 e bohr
quadrupole Q, coarse mesh: -12.397 e bohr
octupole isotropic t0: -58.78 e bohr^2
octupole isotropic t0, coarse mesh: -60.45 e bohr^2
octupole anisotropy t1: -1.065 e bohr^2
octupole anisotropy t1, coarse mesh: -0.484 e bohr^2
octupole anisotropy t1, force mesh: 3.858 e bohr^2
internal-strain quadrupole term Q zeta a/4: -13.878 e bohr^2
clamped [110] charge, computed: -59.222 e bohr^2
clamped [110] charge, angular law: -59.317 e bohr^2
oblique transverse charge, force mesh: 0.934 e bohr^2
oblique transverse charge, law: 0.926 e bohr^2
spurious charge cancelled, per unit q u: 0.0516 e
force constant C12, response: -0.20094 Ha/bohr^2
force constant C12, static: -0.20131 Ha/bohr^2
zone-centre optical phonon energy: 76.2 meV
shear force, response: -0.4530 Ha/bohr
shear force, static strain: -0.4445 Ha/bohr
internal-strain parameter zeta: 0.439
[100] potential minus [100], computed: 0.000 eV
[100] potential minus [100], formula: 0.000 eV
[100] absolute valence-top potential: 1.47 eV
[110] potential minus [100], computed: 0.781 eV
[110] potential minus [100], formula: 0.783 eV
[110] absolute valence-top potential: 2.30 eV
[111] potential minus [100], computed: 1.061 eV
[111] potential minus [100], formula: 1.044 eV
[111] absolute valence-top potential: 2.60 eV
[111]-[100] octupole part: -0.087 eV
[111]-[100] quadrupole part: 1.131 eV
[111]-[100] sum: 1.044 eV
[111]-[100] shift at 0.1% strain: 1.061 meV
electron mass taken for thermal wavevector: 0.3 m_e
thermal wavevector at 300 K: 0.902 1/nm
quadrupole at thermal q over small q: 0.9497
fraction left by 1e+16 carriers/cm3: 0.9992
fraction left by 1e+18 carriers/cm3: 0.9234
```
